# Hydrogenic donor in a magnetic field: binding and magnetic freeze-out

## Definitions and the two limiting results

Consider one electron bound to a singly charged donor in a semiconductor with isotropic parabolic mass $m^*$ and static relative permittivity $\epsilon$. The field $B$ points along $z$, and $\rho$ is the distance from that axis. Lengths are in $a^*=a_0\epsilon/m^*$ and energies in the effective Hartree $\mathrm{Ha}^*=2\,\mathrm{Ry}^*$, with $m^*$ in units of the free-electron mass. The field strength is

$$\gamma=\frac{\hbar\omega_c}{2\,\mathrm{Ry}^*},\qquad \omega_c=\frac{eB}{m^*m_e}.$$

Thus $\hbar\omega_c=\gamma$ in these units, and the magnetic length is $l=\gamma^{-1/2}$. For zero angular momentum about the field,

$$H=\frac{p^2}{2}+\frac{\gamma^2\rho^2}{8}-\frac1r .$$

The free electron starts at the lowest Landau edge $\gamma/2$, so the binding energy is $E_b=\gamma/2-E$. Equal free and bound $g$ factors are assumed; their Zeeman shifts then cancel in $E_b$.

In weak field,

$$E_b=\frac12+\frac\gamma2-\frac{\gamma^2}{4}+\frac{53\gamma^4}{192}+O(\gamma^6).\tag{1}$$

In strong field $E_b=\kappa^2/2$, where $\kappa>1$ solves

$$\kappa+2\ln\kappa+2\Psi\!\left(1-\frac1\kappa\right)+3\gamma_E+\ln2=\ln\gamma,\tag{2}$$

up to corrections that vanish as $\gamma\to\infty$. Here $\Psi$ is the digamma function and $\gamma_E$ is Euler's constant. Equation (2) is derived twice below. It gives $E_b\sim\frac12\ln^2\gamma\,\mathrm{Ha}^*=\ln^2\gamma\,\mathrm{Ry}^*$, but only as a very slowly approached limit.

## Weak field

The unperturbed state is $\psi_0=e^{-r}/\sqrt\pi$, with energy $-1/2$. Write the perturbation as $\gamma^2W$, with

$$W=\frac{\rho^2}{8}=\frac{r^2}{12}(1-P_2),\qquad P_2=\frac{3\cos^2\theta-1}{2}.$$

Since $\langle r^2\rangle=3$ and $P_2$ averages to zero, $\langle W\rangle=1/4$. Let the first-order wavefunction be $\gamma^2f\psi_0$. Because $\partial_r\psi_0=-\psi_0$,

$$(H_0+\tfrac12)(f\psi_0)=-\left(\tfrac12\nabla^2f-\partial_rf\right)\psi_0,$$

so first-order perturbation theory requires $\frac12\nabla^2f-\partial_rf=W-\frac14$. Using $\nabla^2r^3=12r$, $\nabla^2r^2=6$, $\nabla^2(r^3P_2)=6rP_2$ and $\nabla^2(r^2P_2)=0$, matching powers gives

$$f=-\frac{r^3}{36}-\frac{r^2}{12}+\left(\frac{r^3}{36}+\frac{r^2}{24}\right)P_2 .$$

An added constant in $f$ does not affect the second-order energy $\langle(W-\frac14)f\rangle$. With $\langle r^n\rangle=(n+2)!/2^{n+1}$ and the angular average $\langle P_2^2\rangle=1/5$, the contributions are

$$\underbrace{-\frac{65}{192}}_{r^2/12\text{ with isotropic }f}+\underbrace{\frac{11}{96}}_{-1/4\text{ with isotropic }f}-\underbrace{\frac5{96}}_{P_2\text{ part}}=-\frac{53}{192}.$$

Hence $E=-\frac12+\frac{\gamma^2}{4}-\frac{53\gamma^4}{192}+O(\gamma^6)$, and subtraction from $\gamma/2$ gives (1). The linear increase in binding is the rise of the free-electron edge; the bound level itself has no linear shift.

## Strong field: reduction to motion along the field

When $l\ll1$, the transverse motion is close to the lowest Landau state, whose probability density is $(\gamma/2\pi)e^{-\gamma\rho^2/2}$. Averaging the Coulomb energy over it, with $s=\rho^2$, gives

$$V(z)=-\frac\gamma2\int_0^\infty\frac{e^{-\gamma s/2}}{\sqrt{s+z^2}}ds
=-\sqrt{\frac{\pi\gamma}{2}}\,e^{\gamma z^2/2}\operatorname{erfc}\!\left(\sqrt{\frac\gamma2}\,|z|\right).$$

The longitudinal function of the even ground state obeys

$$\psi''=(\kappa^2-2|V|)\psi,\qquad \psi'(0)=0.\tag{3}$$

The potential is finite at $z=0$ and approaches $-1/|z|$ when $|z|\gg l$. Both derivations need its integral in the range $z\gg l$:

$$\int_0^z|V|dz'=\left\langle\operatorname{arsinh}\frac z\rho\right\rangle\to\ln(2z)-\langle\ln\rho\rangle .$$

The variable $q=\gamma\rho^2/2$ has density $e^{-q}$, so $\langle\ln q\rangle=-\gamma_E$. Therefore $\langle\ln\rho\rangle=\frac12[\ln(2/\gamma)-\gamma_E]$ and

$$\int_0^z|V|dz'\to\ln z+\tfrac12\ln(2\gamma)+\tfrac12\gamma_E.\tag{4}$$

## First derivation: matching the slope

Let $u=\psi'/\psi$. Equation (3) becomes $u'=\kappa^2-u^2-2|V|$, with $u(0)=0$. The terms $\kappa^2$ and $u^2$ are not separately negligible, since $\int_0^z\kappa^2dz'=\kappa\,(\kappa z)$ and $\kappa$ grows with the field. Their difference is negligible. Across the core it contributes of order $\kappa^2l\to0$. Beyond the core $u=-\kappa+O(\ln\kappa z)$, as the outer solution below confirms, so $\int(\kappa^2-u^2)dz'$ is of order $\kappa z|\ln\kappa z|$, which vanishes as $\kappa z\to0$. For $l\ll z\ll1/\kappa$, equation (4) then gives

$$u_{\rm in}=-2\ln z-\ln(2\gamma)-\gamma_E.\tag{5}$$

Outside the core, $|V|=1/z$. Put $x=2\kappa z$ and $\nu=1/\kappa$. The equation is $\psi_{xx}=(\frac14-\nu/x)\psi$. Try

$$\psi=x e^{-x/2}I(x),\qquad I(x)=\int_0^\infty e^{-xs}g(s)\,ds.$$

Substitution requires $xI''+(2-x)I'-(1-\nu)I=0$. The terms carrying $x$ combine to $\int x e^{-xs}s(1+s)g\,ds$. Integrating this by parts, with vanishing boundary terms, leaves

$$s(1+s)g'+\nu g=0,\qquad g=\left(\frac{1+s}{s}\right)^\nu.$$

This integral converges for $\nu<1$ and gives the decaying solution.

For small $x$, separate the 1 in $g$ from the tail $\nu/s$. Since $\int_S^\infty e^{-xs}ds/s\to-\ln(xS)-\gamma_E$ for $xS\to0$,

$$I=\frac1x+\nu(-\ln x-\gamma_E+C)+\cdots,$$

$$C=\lim_{S\to\infty}\left\{\frac1\nu\int_0^S[g(s)-1]ds-\ln S\right\}.$$

Integration by parts gives

$$\int_0^Sg\,ds=S+\nu+\nu\int_0^Ss^{-\nu}(1+s)^{\nu-1}ds+O(S^{-1}).$$

With $y=s/(1+s)$ and $Y=S/(1+S)$, the last integral is

$$\int_0^Y\frac{y^{-\nu}}{1-y}dy=\sum_{m=1}^\infty\frac{Y^{m-\nu}}{m-\nu}.$$

The digamma series

$$\Psi(1-\nu)=-\gamma_E+\sum_{m=1}^\infty\left(\frac1m-\frac1{m-\nu}\right)\tag{6}$$

shows that this sum approaches $\ln S-\Psi(1-\nu)-\gamma_E$. Hence $C=1-\Psi(1-\nu)-\gamma_E$, and

$$\psi=1-\frac x2-\nu x[\ln x+\Psi(1-\nu)+2\gamma_E-1]+\cdots .$$

Differentiate with respect to $z$. The factor $dx/dz=2\kappa$ and $2\kappa\nu=2$ give

$$u_{\rm out}=-\kappa-2[\ln(2\kappa z)+\Psi(1-1/\kappa)+2\gamma_E].$$

Equating this to (5) cancels $\ln z$:

$$\kappa+2\ln(2\kappa)+2\Psi(1-1/\kappa)+4\gamma_E=\ln(2\gamma)+\gamma_E.$$

Moving the constants to the left gives (2).

## Second derivation: an integral identity

Multiply (3) by $e^{-\kappa z}$ and integrate from zero to infinity. Because

$$e^{-\kappa z}(\psi''-\kappa^2\psi)=\frac{d}{dz}\left[e^{-\kappa z}(\psi'+\kappa\psi)\right],$$

decay at infinity and $\psi'(0)=0$ give

$$\kappa\psi(0)=2\int_0^\infty e^{-\kappa z}|V|\psi\,dz.\tag{7}$$

This identity holds for any even bound state of the one-dimensional problem. Normalize $\psi(0)=1$ and split the integral at $\delta$, where $l\ll\delta\ll1/\kappa$. Below $\delta$, replace $e^{-\kappa z}\psi$ by 1 and use (4). Above it, replace $|V|$ by $1/z$ and $\psi$ by the decaying Coulomb solution. Then

$$\frac\kappa2=\ln\delta+\tfrac12\ln(2\gamma)+\tfrac12\gamma_E+J,\quad
J=\int_\delta^\infty e^{-\kappa z}\frac{\psi}{z}dz.\tag{8}$$

The Laplace transform $F(p)=\int_0^\infty e^{-pz}\psi\,dz$ evaluates $J$ without finding $\psi(z)$. For $P\delta\gg1$,

$$\int_\kappa^PF\,dp=\int_0^\infty\frac{e^{-\kappa z}-e^{-Pz}}{z}\psi\,dz
=J+\ln(P\delta)+\gamma_E.\tag{9}$$

The last two terms come from $\int_0^\delta(1-e^{-Pz})dz/z$.

The outer equation is $z\psi''=(\kappa^2z-2)\psi$. Integrating by parts twice gives $\int_0^\infty e^{-pz}z\psi''dz=1-2pF-p^2F'$; the logarithm in $\psi'(0^+)$ is harmless because it is multiplied by $z$. Hence

$$(p^2-\kappa^2)F'+(2p-2)F=1.$$

Set $G=(p^2-\kappa^2)F$. Then $G'-2G/(p^2-\kappa^2)=1$. With $t=(p-\kappa)/(p+\kappa)$, its solution is

$$G=t^\nu\int_\kappa^p t(p')^{-\nu}dp'.$$

A further term proportional to $t^\nu$ is excluded: it would make $F$ diverge at $p=\kappa$, whereas the transform of a decaying state is finite there.

Now $dp=2\kappa\,dt/(1-t)^2$ and $p^2-\kappa^2=4\kappa^2t/(1-t)^2$. Let $T_P=(P-\kappa)/(P+\kappa)$. Then

$$\int_\kappa^PF\,dp=\int_0^{T_P}dt\,t^{\nu-1}\int_0^t\frac{s^{-\nu}}{(1-s)^2}ds.$$

Expanding $(1-s)^{-2}=\sum_{m\ge1}m s^{m-1}$ gives $\sum_m m t^{m-\nu}/(m-\nu)$ for the inner integral. The outer integration cancels the factor $m$:

$$\int_\kappa^PF\,dp=\sum_{m=1}^\infty\frac{T_P^m}{m-\nu}
\to\ln\frac P{2\kappa}-\Psi(1-\nu)-\gamma_E,$$

by (6) and $1-T_P\to2\kappa/P$. Equation (9) therefore yields

$$J=-\ln(2\kappa\delta)-\Psi(1-1/\kappa)-2\gamma_E.$$

Insertion in (8) cancels $\delta$ and gives

$$\frac\kappa2=\frac12\ln(2\gamma)-\ln(2\kappa)-\Psi(1-1/\kappa)-\frac32\gamma_E.$$

Multiplication by two is (2).

## What each derivation assumes

Both use the lowest-Landau-state potential, the separation $l\ll1/\kappa$, and a decaying Coulomb solution outside the core. The first compares local slopes and needs an interval where both are valid. The second starts from the global identity (7) and needs $\psi$ to be nearly constant across the core, but no slope there. They are independent ways of solving the one-dimensional problem, not independent justifications of its transverse average.

The size of the neglected terms follows from scaling lengths by $l$. The transverse energy is then of order one, while the Coulomb term has strength $l$. The first-order contribution to the slope is retained in (4). Second-order terms, including mixing with higher Landau levels, are of order $l^2$ in scaled units and become order $l=\gamma^{-1/2}$ in $u$, apart from possible logarithms. This is an estimate, not a strict error bound.

Equation (2) has one root with $\kappa>1$: its left side increases there, from $-\infty$ to $+\infty$. For large $\kappa$, $\Psi(1-1/\kappa)\to-\gamma_E$, so

$$\kappa=\ln\gamma-2\ln\kappa-\gamma_E-\ln2+O(1/\kappa).$$

With $L=\ln\gamma$, this gives $E_b=\frac12L^2-2L\ln L+O(L)$. The leading relative correction is $-4\ln L/L$, which explains the slow approach to the squared logarithm.

## From binding to freeze-out

Let $n$ be the free-electron density and $N_D,N_A$ the donor and acceptor densities, with $N_D>N_A$. Assume that acceptors are filled, free electrons are nondegenerate, donors hold at most one electron, and only the donor's orbital ground state is populated. Write $T$ for thermal energy in $\mathrm{Ha}^*$ and $R=\gamma/T$.

Each Landau level has $\gamma/2\pi$ orbital states per area. Measured from the lowest edge, the free partition function per volume is

$$Q=\frac\gamma{2\pi}\sum_{j=0}^\infty e^{-jR}\int_{-\infty}^{\infty}\frac{dk}{2\pi}e^{-k^2/2T}
=\left(\frac T{2\pi}\right)^{3/2}\frac R{1-e^{-R}}.$$

If $\mu$ is the chemical potential and $Z_s$ the spin partition function, then $n=e^{\mu/T}Z_sQ$, while the neutral-to-ionized donor ratio is $N_0/N_+=e^{(\mu+E_b)/T}Z_s$. Both $\mu$ and $Z_s$ cancel from $nN_+/N_0$. Charge neutrality gives $N_+=n+N_A$ and $N_0=N_D-N_A-n$, hence

$$\frac{n(n+N_A)}{N_D-N_A-n}=K,\qquad K=Qe^{-E_b/T}.\tag{10}$$

For fixed impurity densities, $n$ increases with $K$. In weak field, $\ln[R/(1-e^{-R})]=R/2-R^2/24+\cdots$. Combining this with (1) gives

$$\ln\frac{K(\gamma)}{K(0)}=\gamma^2\left(\frac1{4T}-\frac1{24T^2}\right)+O(\gamma^4).$$

The linear binding term has cancelled. Weak field therefore reduces ionization in this model only if $T<1/6$.

In strong field, when $R\gg1$,

$$\frac{d\ln K}{d\ln\gamma}=1-\frac1T\frac{dE_b}{d\ln\gamma}.$$

The 1 comes from the growing Landau degeneracy and favours free electrons. Freeze-out requires binding to grow fast enough to outweigh it. Differentiating $H$ with respect to $\gamma$ gives $dE/d\gamma=\gamma\langle\rho^2\rangle/4$, so the condition is

$$T<\frac{dE_b}{d\ln\gamma}=\frac\gamma2-\frac{\gamma^2\langle\rho^2\rangle}{4}.\tag{11}$$

By (2), $d\kappa/d\ln\gamma\to1$, so the growth rate $\kappa\,d\kappa/d\ln\gamma=\ln\gamma-2\ln\ln\gamma+O(1)$ increases without bound at extreme field. At any fixed temperature the model therefore eventually freezes out.

## Reading the numbers

The full three-dimensional ground state was computed variationally in anisotropic Gaussians. Reducing the basis changed the tabulated bindings by at most a relative $1.5\times10^{-5}$. Energies below are in $\mathrm{Ha}^*$.

| $\gamma$ | full $E_b$ | equation (2) | $\frac12\ln^2\gamma$ |
|---|---:|---:|---:|
| 10 | 1.748 | 2.202 | 2.651 |
| 100 | 3.790 | 4.041 | 10.604 |
| 1000 | 7.662 | 7.744 | 23.859 |

At $\gamma=0.1$, equation (1) and the full result both give 0.5475. At $\gamma=1000$, equation (2) is about 1% above the full binding, while the bare squared logarithm is 3.1 times too large. Even at $\ln\gamma=100$, equation (2) gives only 0.806 of $\frac12\ln^2\gamma$.

The differences in $\kappa$ between the full result and (2) are 0.090, 0.021 and 0.0006 at $\gamma=10^2,10^3,10^4$. These are magnitudes. Equation (2) lies above the full value at $10^2$ and $10^3$; the very small value at $10^4$ lies close to a change of sign, beyond which (2) falls slightly below the full value, so no rate should be read from it. For the one-dimensional equation, the matching error falls by 5.88 between $\gamma=10^6$ and $10^8$, whereas a pure $\gamma^{-1/2}$ law would give 10. The errors become small, though because of the sign change their magnitude does not fall monotonically, and these data do not establish their asymptotic power.

For freeze-out, take a model narrow-gap semiconductor with $m^*=0.015$, $\epsilon=16$, $N_D=10^{13}\,\mathrm{cm^{-3}}$, $N_A=5\times10^{12}\,\mathrm{cm^{-3}}$ and temperature 2 K. Then $\mathrm{Ha}^*=1.594$ meV, $a^*=56.45$ nm and $T=0.1081$. The value $\gamma=1$ is reached at 0.207 T. These parameters have the rough size appropriate to InSb, whose small mass and large permittivity make laboratory fields strong on the donor scale. They are not fitted InSb data.

At 5 T, $\gamma=24.20$ and the binding is 3.769 meV, compared with 0.797 meV at zero field. In (10),

$$R=\frac{24.20}{0.1081}\approx224,\qquad \frac{E_b}{T}=\frac{3.769/1.594}{0.1081}\approx21.9.$$

The density-of-states factor grows about 224-fold, but the Boltzmann factor is about $3\times10^{-10}$, against $10^{-2}$ at zero field. The free density falls from $1.2\times10^{11}$ to $9\times10^5\,\mathrm{cm^{-3}}$, a factor of about $1.3\times10^5$. If the binding is held at its zero-field value, the 5 T density instead rises to $3.8\times10^{12}\,\mathrm{cm^{-3}}$. Increased binding is therefore the cause of freeze-out in this model.

The weak-field condition corresponds to 3.08 K, so with only the donor ground state populated the chosen 2 K lies on the freeze-out side. This sign depends on that assumption, because excited orbitals have much larger diamagnetic shifts. Adding the four $n=2$ orbitals of an isolated donor to the bound partition function changes the $\gamma^2$ coefficient of $\ln K$ at 2 K from $-1.25$ to $+0.72$ and lowers the threshold to about 1.9 K; $K$ then rises by about 0.1% at $\gamma=0.05$ to $0.1$ and is below its zero-field value by $\gamma=0.2$. At 5 T the growth rate in (11) is 0.803 $\mathrm{Ha}^*$, or 14.9 K; above that temperature a small further increase in field raises $K$.

The model omits nonparabolicity, central-cell shifts, screening, the Coulomb fields of neighbouring impurities, doubly occupied donors and hopping. Nonparabolicity is not negligible at 5 T: $\hbar\omega_c=38.6$ meV is about a sixth of the InSb gap of roughly 0.24 eV, and as a rough measure a mass larger by that fraction would move the binding from 3.77 to about 3.96 meV, a shift of about the thermal energy at 2 K. It also omits excited donor states: at zero field the four $n=2$ orbitals alone have thermal weight 0.12 relative to the ground state, and the nine $n=3$ orbitals would add $9e^{-(4/9)/T}\approx0.15$, if the donors were isolated. These weights are only estimates: the $n=2$ orbitals, with mean radii of 5 to 6 $a^*$, already reach the nearest of randomly placed donors, about 4.6 $a^*$ away on average, and the $n=3$ orbitals extend farther. Taken at face value, they would lower the zero-field density by ten to twenty percent. Treating the donors as isolated is a simplification even though $N_D^{1/3}a^*=0.12$. A unit charge 4.6 $a^*$ away has a Coulomb energy of $1/4.6\approx0.22\,\mathrm{Ha}^*$, about twice $T$. An uncompensated shift of this size in the binding would change $K$ by a factor of about $e^2\approx7$, so the zero-field density is illustrative rather than a prediction for a real sample. The calculated growth in binding by 5 T, 1.86 $\mathrm{Ha}^*$, is much larger than this shift. In denser InSb, donor orbitals overlap. Their shrinkage, to 0.018 of the zero-field volume measure $\langle\rho^2\rangle\langle z^2\rangle^{1/2}$ at 5 T in this example, reduces that overlap and can also promote localization. Equation (10) does not describe that process. The remaining computed values are in the numerical output.

## Numbers as computed

```
effective mass = 0.015 m_e
relative permittivity = 16.0
temperature = 2.0 K
donor density = 1.0e+13 cm^-3
acceptor density = 5.0e+12 cm^-3
effective Hartree = 1.5944 meV
effective Rydberg = 0.7972 meV
effective Bohr radius = 56.45 nm
field at gamma=1 = 0.2066 T
thermal energy = 0.1081 Ha*
N_D^(1/3) a* = 0.122 (no unit)
Binding in Ha*: gamma, full, weak, matched, ln^2/2
0.1 0.5475 0.5475 1.0342 2.6509
1.0 0.8312 1.026 1.3911 0.0000
10.0 1.7478 2741 2.2024 2.6509
100.0 3.7898 2.76e+07 4.0407 10.6038
1000.0 7.6624 2.76e+11 7.7441 23.8585
largest relative basis change = 1.5e-05 (no unit)
Landau-average binding in Ha*: gamma, value
10 1.6685
100 3.7468
1000 7.6403
Full minus matched kappa, magnitude in 1/a*
gamma=1e+02: 0.08969
gamma=1e+03: 0.02082
gamma=1e+04: 0.00057
1D matching error ratio, 1e6/1e8 = 5.88 (no unit)
Matched binding / (ln^2/2), no unit
ln(gamma)=1e+02: 0.80590
ln(gamma)=1e+04: 0.99607
ln(gamma)=1e+06: 0.99994
Field/T, gamma, binding/meV, free density/cm^-3
0.0 0.000 0.797 1.173e+11
0.2 0.968 1.313 5.394e+10
0.5 2.420 1.732 1.210e+10
1.0 4.841 2.177 1.834e+09
2.0 9.681 2.756 1.276e+08
5.0 24.203 3.769 8.928e+05
5 T density at fixed zero-field binding = 3.790e+12 cm^-3
density ratio n(0)/n(5 T) = 1.314e+05 (no unit)
weak-field freeze-out limit = 3.084 K
binding growth per ln(gamma) at 5 T = 0.8031 Ha*
freeze-out limit at 5 T = 14.859 K
rms rho at 0 T = 79.83 nm
rms z at 0 T = 56.45 nm
rms rho at 5 T = 15.68 nm
rms z at 5 T = 26.04 nm
orbital volume ratio, 5 T/0 T = 0.01780 (no unit)
omitted n=2 weight at 0 T = 0.1246 (no unit)
```
